# Direct RPA for water with hybrid orbitals: separating two trends

## Problem

A direct random-phase (dRPA) total energy is computed from a single determinant and its orbital energies, and therefore depends on which orbitals and orbital energies are supplied. For a closed-shell molecule with real orbitals in a fixed finite basis, let $\Phi_\alpha$ be the determinant that minimizes

$$E_\alpha[\Phi]=\alpha E_{\rm HF}[\Phi]+(1-\alpha)E_{\rm PBE}[\Phi],\qquad 0\le\alpha\le1 .$$

The two functionals share the kinetic, nuclear and Hartree terms, so $\alpha$ is the fraction of exact exchange and $1-\alpha$ multiplies the whole PBE exchange-correlation energy. The end points are PBE and Hartree-Fock (HF). A hybrid that keeps the full PBE correlation at every $\alpha$ follows a different path and does not end at HF. The total energy is

$$E(\alpha)=E_{\rm HF}[\Phi_\alpha]+E_c(\alpha).$$

1. In which direction does $E_{\rm HF}[\Phi_\alpha]$ move as $\alpha$ grows, and what is its slope at $\alpha=1$?
2. Derive the dRPA correlation energy from the adiabatic connection, and find how it responds to the orbital-energy gaps.
3. Evaluate both parts for water (O–H 1.80 bohr, angle 105°, cc-pVDZ, all electrons correlated). How much of the change in $E_c$ comes from the gaps, and how much from the orbitals?

Hartree atomic units are used. Indices $i,j$ are occupied, $a,b$ virtual, and $(ia|jb)$ is a Coulomb integral in charge-density order.

## Hints

**Hint 1.** Use each of two minimizers as a trial determinant for the other's functional. This gives two inequalities with two unknowns.

**Hint 2.** Integrate over the coupling strength first; a logarithm appears. Its determinant is a product over excitation energies.

**Hint 3.** The correlation energy needs two inputs: the occupied and virtual spaces, and a Fock operator acting within them. They need not come from the same $\alpha$.

## Solution

### 1. The Hartree-Fock functional

Take $\alpha>\beta$ and define the changes from $\Phi_\beta$ to $\Phi_\alpha$:

$$x=E_{\rm HF}[\Phi_\alpha]-E_{\rm HF}[\Phi_\beta],\qquad y=E_{\rm PBE}[\Phi_\alpha]-E_{\rm PBE}[\Phi_\beta].$$

Since $\Phi_\alpha$ minimizes $E_\alpha$ and $\Phi_\beta$ minimizes $E_\beta$,

$$\alpha x+(1-\alpha)y\le0,\qquad \beta x+(1-\beta)y\ge0 .$$

Multiply the first inequality by $1-\beta>0$, the second by $1-\alpha\ge0$, and subtract. The $y$ terms cancel:

$$[\alpha(1-\beta)-\beta(1-\alpha)]x=(\alpha-\beta)x\le0\quad\Rightarrow\quad x\le0 .$$

So $E_{\rm HF}[\Phi_\alpha]$ never rises with $\alpha$. The proof needs global minimizers; a self-consistent solution that jumps to another local minimum could violate it.

At $\alpha=1$ the determinant makes $E_{\rm HF}$ stationary. If the orbitals vary smoothly with $\alpha$, they differ from the HF orbitals by $O(1-\alpha)$, and the excess $E_{\rm HF}[\Phi_\alpha]-E_{\rm HF}[\Phi_1]$ is $O((1-\alpha)^2)$. Its slope at $\alpha=1$ is zero, so the slope of $E(\alpha)$ there is that of $E_c$ alone.

### 2. The correlation energy and the gaps

The orbitals and energies $\varepsilon_p$ are the eigenvectors and eigenvalues of the Fock operator that makes $E_\alpha$ stationary, $F_\alpha=h+J+\alpha V_x^{\rm HF}+(1-\alpha)V_{xc}^{\rm PBE}$, built from the density of $\Phi_\alpha$. Here $h$ is the kinetic plus nuclear operator, $J$ the Hartree potential, $V_x^{\rm HF}$ the nonlocal exchange operator and $V_{xc}^{\rm PBE}$ the PBE exchange-correlation potential. Let $D$ be the diagonal matrix of gaps $D_{ia}=\varepsilon_a-\varepsilon_i>0$. For each pair $ia$ there are two spin excitations. The Coulomb interaction couples all of them with strength $(ia|jb)$, whatever their spins. The spin matrix with all four entries 1 has eigenvalues 2 and 0: the singlet combination has coupling $K_{ia,jb}=2(ia|jb)$, and the triplet has none and contributes no correlation energy.

At imaginary frequency the uncoupled response is $\chi_0=-P$, with $P=2D(D^2+\omega^2)^{-1}$. The dRPA response at coupling $\lambda$ obeys $\chi_\lambda=\chi_0+\lambda\chi_0K\chi_\lambda$, hence $\chi_\lambda=-(P^{-1}+\lambda K)^{-1}$. The adiabatic-connection expression, used here as the definition of $E_c$ for every $\alpha$, is

$$E_c=-\int_0^1\!d\lambda\int_0^\infty\!\frac{d\omega}{2\pi}\,{\rm Tr}\,K[\chi_\lambda(i\omega)-\chi_0(i\omega)] .$$

Because $(1+\lambda PK)^{-1}P=(P^{-1}+\lambda K)^{-1}$, we have $-{\rm Tr}K\chi_\lambda=\frac{d}{d\lambda}{\rm Tr}\ln(1+\lambda PK)$. The $\lambda$ integral gives

$$E_c=\int_0^\infty\frac{d\omega}{2\pi}\,{\rm Tr}[\ln(1+PK)-PK].$$

Now ${\rm Tr}\ln=\ln\det$, and

$$\det(1+PK)=\frac{\det(\omega^2+D^2+2DK)}{\det(\omega^2+D^2)}=\prod_n\frac{\omega^2+\Omega_n^2}{\omega^2+D_n^2},$$

where $\Omega_n^2$ are the eigenvalues of $M=D^2+2D^{1/2}KD^{1/2}$, which is similar to $D^2+2DK$. Two integrals remain. The first is $\int_0^\infty 2a\,d\omega/(a^2+\omega^2)=\pi$. Integrating it over $a$ from $d$ to $\Omega$ gives the second, $\int_0^\infty\ln\frac{\Omega^2+\omega^2}{d^2+\omega^2}d\omega=\pi(\Omega-d)$. Therefore

$$E_c=\tfrac12\Big[\sum_n\Omega_n-{\rm Tr}(D+K)\Big].$$

For weak coupling, $\ln(1+PK)-PK\approx-\frac12(PK)^2$. With $\int_0^\infty\frac{d\omega}{2\pi}P_pP_q=1/(D_p+D_q)$ this becomes

$$E_c\approx-\tfrac12\sum_{pq}\frac{K_{pq}^2}{D_p+D_q},$$

which shrinks in magnitude as gaps grow. It holds only while the couplings are small compared with the gaps: its diagonal contribution $-K_{pp}^2/(4D_p)$ diverges as $D_p\to0$, whereas the full formula stays finite (for a single mode, $\tfrac12[\sqrt{D^2+2DK}-D-K]\to-K/2$).

The same sign of response holds beyond weak coupling. Let $z_n$ be the normalized eigenvectors of $M$ and define

$$u_n=X_n+Y_n=D^{1/2}z_n\Omega_n^{-1/2},\qquad w_n=X_n-Y_n=D^{-1/2}z_n\Omega_n^{1/2}.$$

Substitution gives $(D+2K)u_n=\Omega_nw_n$, $Dw_n=\Omega_nu_n$ and $u_n^Tw_n=1$, so

$$\Omega_n=\tfrac12[u_n^T(D+2K)u_n+w_n^TDw_n].$$

When $D$ changes at fixed $K$, the changes of $u_n$ and $w_n$ contribute $\Omega_n(du_n^Tw_n+dw_n^Tu_n)=\Omega_n\,d(u_n^Tw_n)=0$. What remains is

$$d\Omega_n=\tfrac12(u_n^TdD\,u_n+w_n^TdD\,w_n)=X_n^TdD\,X_n+Y_n^TdD\,Y_n .$$

Collect the vectors as columns of matrices. Completeness of the $z_n$ gives $(X+Y)(X-Y)^T=1$, whose symmetric part is $XX^T-YY^T=1$. Hence

$$dE_c=\tfrac12{\rm Tr}[(XX^T+YY^T-1)\,dD]={\rm Tr}(YY^TdD).$$

Since $YY^T$ has no negative eigenvalues, $E_c$ cannot fall if $dD$ has none either. Rotations within the occupied or virtual space leave $E_c$ unchanged, so the result also holds for the non-diagonal matrix $D_{ia,jb}=\delta_{ij}F_{ab}-\delta_{ab}F_{ij}$ built from the blocks of a Fock operator $F$. Physically, $Y$ measures the pair fluctuations in the correlated ground state; larger gaps make them more costly.

This fixes the sign for fixed orbital spaces. Along the real path $K$ changes too, and the direction of $E_c(\alpha)$ has to be computed.

### 3. Water

The table gives changes relative to $\alpha=1$, in hartree, each rounded separately. The second column is the HOMO–LUMO gap itself. All values belong to cc-pVDZ and are not converged with the basis; the HF gap, for example, is 0.648 in cc-pVTZ and 0.545 in aug-cc-pVDZ.

| $\alpha$ | gap | $\Delta E_{\rm HF}$ | $\Delta E_c$ | $\Delta E$ |
|---|---|---|---|---|
| 0 | 0.261 | 0.0045 | −0.0767 | −0.0722 |
| 0.25 | 0.367 | 0.0024 | −0.0527 | −0.0503 |
| 0.50 | 0.473 | 0.0010 | −0.0325 | −0.0314 |
| 0.75 | 0.577 | 0.0002 | −0.0151 | −0.0149 |
| 1 | 0.680 | 0 | 0 | 0 |

From $\alpha=0$ to 1 the HF functional falls and the correlation energy rises:

$$\begin{aligned}
-76.02696-(-76.02244)&=-0.00452,\\
-0.23099-(-0.30772)&=+0.07673,
\end{aligned}$$

with sum $+0.07221$. In electronvolts the three changes are −0.12, +2.09 and +1.97, rounded separately. The trends are opposite but far from balanced: the correlation change is about 17 times larger in this basis. The sizes shift with the basis while the signs stay: in cc-pVTZ the HF excess is 0.0079, $E_c$ rises from −0.424 to −0.328, the total change is 2.41 eV and the ratio is about 12; aug-cc-pVDZ gives a total of 2.15 eV and also a ratio of about 12. The lower total at $\alpha=0$ is no evidence that PBE orbitals are better, because nothing above makes $E(\alpha)$ an upper bound to the exact energy.

Close to HF the imbalance is greater still. At $\alpha=0.98$ the HF excess is $1.5\times10^{-6}$, while $E_c$ is already lower by $1.1\times10^{-3}$. Doubling the distance to $\alpha=0.96$ multiplies the excess by 4.01, as a quadratic onset requires.

To separate causes, take the orbital spaces from $\Phi_\alpha$ and the Fock operator of fraction $\beta$, evaluated with the density of $\Phi_\alpha$. Keep its occupied and virtual blocks. This gives $E_c(\alpha,\beta)$:

| spaces | $\beta=0$ | $\beta=1$ |
|---|---|---|
| $\alpha=0$ | −0.30772 | −0.23405 |
| $\alpha=1$ | −0.30375 | −0.23099 |

Changing the Fock fraction first and the spaces second gives $0.07367+0.00306=0.07673$. The reverse order gives $0.00397+0.07276=0.07673$. The gap effect is thus 95 to 96% of the rise, depending on the order (93 to 95% in cc-pVTZ, 93 to 94% in aug-cc-pVDZ). Here "gap" means the whole matrix $D$: the off-diagonal elements of the Fock blocks, which mix orbitals within the occupied space and within the virtual space, are counted with it, and the percentage is tied to this convention. Keeping only the diagonal elements of the other Fock operator in the canonical orbitals gives 85 to 90% in cc-pVDZ. The small orbital effect has the same sign; it includes the change of $K$ and the change of the Fock operator with the density.

The sign of the gap effect follows from part 2. At fixed spaces $F$ is linear in $\beta$, so $D$ grows at a constant rate. The lowest eigenvalue of $D(\beta=1)-D(\beta=0)$ is 0.34 hartree in both spaces (0.31 in cc-pVTZ, 0.26 in aug-cc-pVDZ). Every combination of gaps opens, and $E_c$ must rise.

The numerical check checks the formula for $E_c$ by direct quadrature over $\lambda$ and $\omega$, and the gap derivative by finite differences.

## Variation 1: add singles

*Does correcting the determinant's HF energy reduce the dependence on $\alpha$?*

Rotate the orbitals of $\Phi_\alpha$ by small amplitudes $\kappa_{ia}$. Through second order the density matrix changes by

$$\begin{aligned}
\delta P={}&2\sum_{ia}\kappa_{ia}(|a\rangle\langle i|+|i\rangle\langle a|)\\
&+2\sum_{ab}(\kappa^T\kappa)_{ab}|a\rangle\langle b|-2\sum_{ij}(\kappa\kappa^T)_{ij}|i\rangle\langle j| .
\end{aligned}$$

Let $f_{ia}$ be the occupied-virtual block of the HF Fock matrix, and choose orbitals that diagonalize its other two blocks, with gaps $D^{\rm HF}$. The Fock matrix contributes $4f^T\kappa+2\kappa^TD^{\rm HF}\kappa$. The Coulomb energy of the first-order density $4\sum\kappa_{ia}\varphi_i\varphi_a$ contributes $8\kappa_{ia}(ia|jb)\kappa_{jb}$, summed over repeated indices. Exchange contributes $-2\kappa_{ia}[(ij|ab)+(ib|ja)]\kappa_{jb}$. Together

$$\delta E_{\rm HF}=4f^T\kappa+2\kappa^TH\kappa,$$

$$H=D^{\rm HF}+4(ia|jb)-(ij|ab)-(ib|ja).$$

For positive $H$ the minimum is at $\kappa=-H^{-1}f$ and lowers the energy by $2f^TH^{-1}f$. Keeping only $D^{\rm HF}$ in $H$ gives the renormalized singles energy

$$E_{\rm rSE}=-2\sum_{ia}\frac{f_{ia}^2}{\varepsilon_a^{\rm HF}-\varepsilon_i^{\rm HF}} .$$

At $\alpha=0$ the full $H$ gives a lowering of 0.00452, which matches the HF excess at this precision. The renormalized singles give 0.00388, or 86% of the excess (91% in cc-pVTZ, 84% in aug-cc-pVDZ).

The answer is no for this molecule. The spread of the total over $\alpha$ grows from 0.0722 to 0.0761 hartree, because singles remove most of the HF excess that partly offset the correlation trend.

## Variation 2: the PBE functional

*How does $E_{\rm PBE}[\Phi_\alpha]$ move, and how fast compared with $E_{\rm HF}[\Phi_\alpha]$?*

Multiply the second inequality of part 1 by $\alpha$, the first by $\beta$, and subtract. Now $x$ cancels and $(\alpha-\beta)y\ge0$: the PBE functional never falls. For the rates, $E_\alpha$ is stationary at $\Phi_\alpha$ against every orbital change, including the one along the path:

$$\alpha\frac{dE_{\rm HF}}{d\alpha}+(1-\alpha)\frac{dE_{\rm PBE}}{d\alpha}=0 .$$

Where the PBE slope is nonzero, the ratio of the HF slope to the PBE slope is $-(1-\alpha)/\alpha$. At $\alpha=0.25$ this is $-3$; finite differences for water give $-3.00$.

## Numbers as computed

```
Water, cc-pVDZ: O-H 1.80 bohr, angle 105.0 degrees
Basis functions 24, occupied 5, virtual 19
Energies in hartree; alpha is dimensionless
alpha  HOMO-LUMO gap  E_HF[Phi]    E_PBE[Phi]
0.00     0.26075     -76.022439   -76.332996
0.25     0.36732     -76.024541   -76.332700
0.50     0.47256     -76.025935   -76.331869
0.75     0.57666     -76.026715   -76.330577
1.00     0.67978     -76.026960   -76.328881
alpha  E_c(dRPA)    E_HF + E_c
0.00   -0.307724    -76.330164
0.25   -0.283688    -76.308229
0.50   -0.263453    -76.289387
0.75   -0.246094    -76.272808
1.00   -0.230990    -76.257950
Changes relative to alpha = 1 (hartree)
alpha  E_HF        E_c         total
0.00    0.004521   -0.076734   -0.072213
0.25    0.002419   -0.052698   -0.050279
0.50    0.001026   -0.032463   -0.031437
0.75    0.000245   -0.015104   -0.014858
1.00    0.000000    0.000000    0.000000
Singles lowering and total with rSE (hartree)
alpha  rSE       Hessian   E_HF+E_c+rSE
0.00  0.003880  0.004523   -76.334044
0.25  0.002081  0.002419   -76.310309
0.50  0.000884  0.001026   -76.290271
0.75  0.000212  0.000245   -76.273020
1.00  0.000000  0.000000   -76.257950
Spread over alpha without rSE: 0.072213 hartree
Spread over alpha with rSE:    0.076093 hartree
Slope ratio dE_HF/dE_PBE at alpha 0.25: -3.0006
E_HF excess at alpha 0.98: 1.509e-06 hartree
Hessian estimate at 0.98:  1.509e-06 hartree
Excess ratio, alpha 0.96 to 0.98: 4.0133
E_c change, alpha 0.98 minus 1: -1.137e-03 hartree
PBE-orbital E_c, quadrature:   -0.30772432 hartree
PBE-orbital E_c, spin orbital: -0.30772432 hartree
Gap slope of E_c, formula: 0.0717434 hartree
Gap slope of E_c, numeric: 0.0717434 hartree
E_c by orbital space and Fock fraction (hartree)
space 0: Fock 0 -0.307724, Fock 1 -0.234054
space 1: Fock 0 -0.303751, Fock 1 -0.230990
Gap effect in space 0: 0.073671 hartree
Gap effect in space 1: 0.072761 hartree
Orbital effect at Fock 0: 0.003974 hartree
Orbital effect at Fock 1: 0.003064 hartree
Least gap-matrix growth, space 0: 0.34342 hartree
Least gap-matrix growth, space 1: 0.34281 hartree
Alpha 0 to 1, E_HF change:  -0.1230 eV
Alpha 0 to 1, E_c change:   2.0880 eV
Alpha 0 to 1, total change: 1.9650 eV
```
